# Logarithmic splitting of a ferroelectric wall near polar–nonpolar coexistence, part 2

A 180-degree wall in a model ferroelectric separates domains with polarization $\pm P_0$ and contains a nonpolar layer of width $L$. The wall normal is $x$, and $P(x)$ points along an axis in the wall plane. The energy per wall area is

$$
F=\int\left[\frac g2\left(\frac{dP}{dx}\right)^2+f(P)\right]dx,\qquad
f=\frac a2P^2-\frac b4P^4+\frac c6P^6. \tag{1}
$$

The nonpolar state lies $\Delta=f(0)-f(P_0)$ above the domains; coexistence is $\Delta=0$. With $p=P/P_0$, $W_0=cP_0^6/6$ and $r=\Delta/W_0$, the energy measured from the domains is

$$
W=W_0(1-p^2)^2(p^2+r), \tag{5}
$$

and $W_c$ is its form at coexistence. A stationary wall obeys the first integral

$$
\frac g2\left(\frac{dP}{dx}\right)^2=W(P). \tag{8}
$$

The distance between the points $P=\pm P_m$ is therefore

$$
L=2\int_0^{P_m}\sqrt{\frac{g}{2W}}\,dP
=2\lambda\int_0^{P_m}\sqrt{\frac{a}{2W}}\,dP,\qquad \lambda=\sqrt{\frac ga}. \tag{21}
$$

The layer width is measured between the two steepest points, $p=\pm p_*$, where

$$
s_*=p_*^2=\frac{1-2r}{3}. \tag{15}
$$

With $\xi_0^2=gP_0^2/(2W_0)$ and $\xi=\xi_0/\sqrt{1+r}$, the exact width and its limit near coexistence are

$$
L=\xi\,\operatorname{arcosh}\!\left(\frac1r-1\right),\qquad 0<r<\tfrac12, \tag{17}
$$

$$
L\simeq\xi_0\ln\frac{2W_0}{\Delta}\qquad(\Delta\to0^+). \tag{19}
$$

The example has $P_0=25$ µC/cm², $W_0=80$ J/cm³, $g=0.064$ (MV/cm) nm²/(µC/cm²) and $\xi_0=0.50$ nm; 1 MV/cm times 1 µC/cm² equals 1 J/cm³. At $\Delta=0.80$ J/cm³, $L=2.63$ nm.

The "other potential" in the computed values is $W=W_0(1-p^2)^2[p^2(1+3p^2)+r]$ with $r=10^{-6}$ and $P_m=P_0/2$. It tests the general logarithmic law for smooth even energies against direct integration of (21).

**Repulsion between the boundaries.** The width can also be read as a balance of two pressures. Take exact coexistence and hold the two boundaries a distance $L$ apart by fixing $P=\pm P_0/\sqrt3$ at $x=\pm L/2$. Between these points the first integral has a new constant $h>0$,

$$
\frac g2\left(\frac{dP}{dx}\right)^2=W_c+h, \tag{24}
$$

since $P$ must cross zero with a finite slope. The distance is (21) with $W_c+h$ in place of $W$, so $L\simeq\xi_0\ln(2W_0/h)$ for small $h$. The energy between the held points follows by using (24) to replace $W_c$:

$$
E=\int\left[g\left(\frac{dP}{dx}\right)^2-h\right]dx
=2\int_0^{P_0/\sqrt3}\sqrt{2g(W_c+h)}\,dP-hL. \tag{25}
$$

The derivative of the first term with respect to $h$ is $2\int\sqrt{g/[2(W_c+h)]}\,dP$, which is $L$. Therefore $dE=L\,dh-h\,dL-L\,dh=-h\,dL$. The parts outside the held points do not change with $L$. The boundaries thus repel with the pressure

$$
-\frac{dE}{dL}=h\simeq2W_0e^{-L/\xi_0}. \tag{26}
$$

A numerical derivative of the constrained energy near $h/W_0=10^{-4}$ gave 0.9993 times the right side of (26).

Away from coexistence, the layer costs an energy $\Delta$ per unit volume, which pulls the boundaries together with pressure $\Delta$. Up to terms that do not depend on $L$, the energy for small $\Delta$ is

$$
E(L)\simeq\Delta\,L+2W_0\xi_0e^{-L/\xi_0}. \tag{27}
$$

Its minimum is at $2W_0e^{-L/\xi_0}=\Delta$, which is (19). The logarithm appears because a constant pull is opposed by an exponentially weak push. The second derivative at the minimum is

$$
E''=\frac{2W_0}{\xi_0}e^{-L/\xi_0}=\frac{\Delta}{\xi_0}, \tag{28}
$$

so the width is ever more weakly held as coexistence is approached.

**Wall energy.** By the first integral the gradient and potential parts of the wall energy are equal, so

$$
\sigma=\int g\left(\frac{dP}{dx}\right)^2dx=2\int_0^{P_0}\sqrt{2gW}\,dP
=2P_0\sqrt{2gW_0}\;I(r), \tag{29}
$$

with $I(r)=\int_0^1(1-p^2)\sqrt{p^2+r}\,dp$. At $r=0$, $I=\tfrac12-\tfrac14=\tfrac14$. This is the energy of two polar–nonpolar boundaries, each with

$$
\sigma_1=\frac{P_0\sqrt{2gW_0}}{4}. \tag{30}
$$

For small $r$, differentiate:

$$
I'(r)=\frac12\int_0^1\frac{1-p^2}{\sqrt{p^2+r}}\,dp\simeq\frac12\left[\frac12\ln\frac4r-\frac12\right].
$$

The first term is $\operatorname{arsinh}(1/\sqrt r)$, and the second is $\int_0^1p\,dp$. Integration from 0 to $r$, with $\int_0^r\ln(4/t)\,dt=r\ln(4/r)+r$, leaves $I\simeq\tfrac14+\tfrac r4\ln\tfrac4r$. Since $P_0\sqrt{2gW_0}=2W_0\xi_0$,

$$
\sigma\simeq2\sigma_1+\xi_0\Delta\ln\frac{4W_0}{\Delta}. \tag{31}
$$

In the example $\sqrt{2gW_0}=\sqrt{10.24}=3.2$, and $\sigma_1=25\times3.2/4=20$ mJ/m², because 1 J/cm³ times 1 nm is 1 mJ/m². For $\Delta=0.80$ J/cm³, (31) gives $40+0.40\ln400=42.4$ mJ/m², and the numerical solution gives the same to this precision. For 8.0 J/cm³ the formula gives 54.8 and the solution 55.2 mJ/m².

**Coherency strain.** A nonpolar layer inside a crystal is not free to take its own shape. Suppose that the stress-free strain in both directions of the wall plane is $e_0p^2$, measured from the nonpolar phase. Strains that depend on $x$ alone keep the crystal continuous only if the in-plane strain is uniform or linear in $x$. Wide, stress-free domains on both sides fix it at $e_0$. The local misfit is $e=e_0(1-p^2)$, while the normal direction is free of stress. For an isotropic solid with Young modulus $Y$ and Poisson ratio $\nu$, Hooke's law for equal in-plane stresses $\tau$ reads $e=(1-\nu)\tau/Y$. The energy density is $\tfrac12(2\tau e)$, or

$$
w_{\rm el}=\frac{Y}{1-\nu}\,e_0^2(1-p^2)^2. \tag{32}
$$

This has the same factor $(1-p^2)^2$ as $W$. Adding it to (5) therefore leaves the form of $W$ intact and replaces $\Delta$ by

$$
\Delta_{\rm coh}=\Delta+\frac{Ye_0^2}{1-\nu}. \tag{33}
$$

The formulas above for a flat wall hold with $\Delta_{\rm coh}$ in place of the stress-free difference $\Delta$. The layer diverges where the coherent difference vanishes. There $\Delta$ is negative, so the polar domains are themselves only metastable in a stress-free crystal.

The shift is large. With the rough values $Y=200$ GPa, $\nu=0.3$ and $e_0=0.5\%$, it is $200\times(0.005)^2/0.7$ GPa $=7.1$ J/cm³. At stress-free coexistence, $\Delta=0$, the layer is then 1.44 nm wide instead of infinite. For $e_0=1\%$ the shift is 29 J/cm³ and the width 0.51 nm.

**Thermal ripples.** At finite temperature the boundaries undulate. Let their displacements be $u_1$ and $u_2$, and assume the same tension $\sigma_1$ in every in-plane direction. The added area costs $\tfrac12\sigma_1(|\nabla u_1|^2+|\nabla u_2|^2)$. In terms of the mean displacement and the difference $u=u_2-u_1$, the part that contains $u$ is $\tfrac12\Sigma|\nabla u|^2$ with $\Sigma=\sigma_1/2$. The restoring constant is (28). Equipartition gives each ripple of wave number $k$ on area $A$ the mean square $k_BT/[A(\Sigma k^2+\Delta/\xi_0)]$. The sum over ripples longer than the boundary thickness, with cutoff $k=1/\xi_0$, is

$$
\langle u^2\rangle=\frac{k_BT}{2\pi}\int_0^{1/\xi_0}\frac{k\,dk}{\Sigma k^2+\Delta/\xi_0}
=\frac{k_BT}{4\pi\Sigma}\ln\!\left(1+\frac{\Sigma}{\xi_0\Delta}\right). \tag{34}
$$

For Gaussian ripples the mean of $e^{-u/\xi_0}$ is $e^{\langle u^2\rangle/2\xi_0^2}$. The mean repulsion is enhanced by this factor. At the new balance it again equals $\Delta$, so the restoring constant is still $\Delta/\xi_0$, and the mean width grows by

$$
\delta L=\frac{\langle u^2\rangle}{2\xi_0}. \tag{35}
$$

At 300 K, $k_BT=4.14$ (mJ/m²) nm². With $\Sigma=10$ mJ/m² and $\Delta=0.80$ J/cm³, the argument of the logarithm is $1+10/0.40=26$. The root-mean-square change of width is 0.33 nm, and $\delta L=0.11$ nm, or 4% of $L$. With equal tension in every direction, (34) grows as $\ln(1/\Delta)$, and the ripples would raise the coefficient of the logarithm by the fraction $k_BT/(8\pi\Sigma\xi_0^2)=0.07$.

That assumption leaves out bound charge. Where the width varies along the polar axis $z$, the two boundaries tilt in opposite senses and carry the charges $\pm\tfrac12P_0\,\partial u/\partial z$ per area. For ripples much longer than $L$ they act as a capacitor of thickness $L$, with energy $P_0^2L(\partial u/\partial z)^2/(8\varepsilon)$ per area, where $\varepsilon$ is the permittivity of the layer. This adds $P_0^2L/(4\varepsilon)$ to the tension $\Sigma$ along $z$. The field here lies across the layer, where the model gives no permittivity. Taking a relative value of 45 as a rough guess and $L=2.63$ nm, the addition is about 100 mJ/m², ten times $\Sigma$. For ripples not much longer than $L$, which give most of (34) at this $\Delta$, the addition is smaller by the factor $(1-e^{-kL})/(kL)$, but it remains positive. The values 0.33 nm and 0.11 nm are therefore too high. Since the added tension grows with $L$, the rise of the coefficient also fades as $\Delta\to0^+$.

**Lattice planes.** A continuum boundary can rest anywhere; a boundary in a crystal cannot. Replace the integral in (1) by a sum over planes of spacing $d$, with the slope replaced by $(P_{i+1}-P_i)/d$ and $g$ unchanged. Antisymmetric walls were relaxed at $\Delta=0.80$ J/cm³ from twelve starting widths between 0.5 and 6 nm, centred both on a plane and between planes. The width was read as the distance between the interpolated points where $p=\pm p_*$, with $p_*$ from (15). For $d=0.25$ nm every start ended at 2.64 nm, close to the continuum value. For $d=0.50$ nm, equal to $\xi_0$, ten different resting widths appeared, from 2.08 to 6.30 nm. The upper end reflects the range of starts and is not a limit of the model.

At 6.30 nm the repulsion (26) is $160\,e^{-12.6}$ J/cm³, less than 0.001 J/cm³. The boundaries are nevertheless at rest under the full pull of 0.80 J/cm³, so the lattice holds them. In this chain, which has no thermal motion, the width depends on history, and (19) does not predict the width that a given wall will show. The hold is weak. At $d=0.50$ nm a boundary slides once the pull exceeds about 1.3 J/cm³, and the barrier between neighbouring planes is only about 0.2 mJ/m². At 300 K thermally formed steps may release the boundary, which the chain does not describe.

**Hafnium–zirconium oxide.** The parameters are meant for the rough regime of a 10 nm capacitor film of this oxide near the change from ferroelectric to antiferroelectric-like behaviour. A polarization of 25 µC/cm² is of the usual size. The model's nonpolar phase has a relative permittivity of 45 and loses its metastability at 1.28 MV/cm, both of the right order. The uniform barrier at coexistence, 11.9 J/cm³ or about 2.4 meV per formula unit, is far below the tens of meV that first-principles calculations typically give for uniform switching; it is an effective value. The coefficient $g$ is poorly known and depends on the wall direction, and some calculated walls are about as thin as a unit cell. For those the continuum law fails from the start. The real nonpolar phase also differs from the polar one by oxygen displacements that a single variable $P$ does not describe.

Coherency strain changes the width through the energy difference, by (33). With a 0.5% mismatch, and a crystal free to strain along the wall normal, $\Delta=0.80$ J/cm³ becomes 7.9 J/cm³, and the layer shrinks from 2.63 nm to about 1.4 nm. Electrodes that clamp the film in its plane can change the size of this shift, which is not calculated here. Imperfect electrodes act the other way. Let the electrode interfaces have total series capacitance $C$ per area, and neglect the film's own background capacitance beside it. In short circuit a uniform domain then leaves a charge $P_0$ on $C$, at an energy $P_0^2/(2C)$ per area. For a rough $C=100$ µF/cm² and a film of thickness $t=10$ nm, $P_0^2/(2Ct)=3.1$ J/cm³. This raises the polar state relative to the nonpolar one. It is a size and not a correction to insert in (19), because the stray field of a layer narrower than the film is not uniform. Both energies exceed the 0.80 J/cm³ of the example, so an equilibrium width of several nanometres requires the sum of all such contributions, and not the bulk difference alone, to be tuned close to zero. Lattice pinning relaxes this condition only slightly. The chain with $d=0.50$ nm held layers up to 6.30 nm wide against 0.80 J/cm³ at zero temperature, but it lets go above about 1.3 J/cm³, and at 7.9 J/cm³ a wide layer collapses to about 1.4 nm. The numerical output follows.

## Computed values

```
P0 = 25.0 uC/cm2
W0 = 80.0 J/cm3
g = 0.064 (MV/cm) nm2/(uC/cm2)
a at coexistence = 0.2560 (MV/cm)/(uC/cm2)
b at coexistence = 1.6384e-03 (MV/cm)/(uC/cm2)^3
c = 1.9661e-06 (MV/cm)/(uC/cm2)^5
nonpolar relative permittivity = 45.1
barrier at coexistence = 11.85 J/cm3
field ending nonpolar state = 1.28 MV/cm
xi0 = 0.500 nm
one boundary energy sigma1 = 20.00 mJ/m2
rough volume per formula unit = 33 A^3
Delta = 8.000 J/cm3 = 1.6478 meV/f.u.
  L relaxed 1.376, exact 1.376, log law 1.498 nm
  wall energy relaxed 55.177, law 54.756 mJ/m2
Delta = 0.800 J/cm3 = 0.1648 meV/f.u.
  L relaxed 2.631, exact 2.631, log law 2.649 nm
  wall energy relaxed 42.403, law 42.397 mJ/m2
Delta = 0.080 J/cm3 = 0.0165 meV/f.u.
  L relaxed 3.798, exact 3.798, log law 3.800 nm
  wall energy relaxed 40.332, law 40.332 mJ/m2
L gain, last decade: 1.167 nm
xi0*ln(10) = 1.151 nm
other potential: L quadrature 13.76227 lambda
other potential: L general law 13.76225 lambda
repulsion numeric/law = 0.99925
Young modulus 200 GPa, Poisson ratio 0.3 (rough)
mismatch 0.5 %: coherency energy 7.14 J/cm3
  L at bulk coexistence = 1.443 nm
mismatch 1.0 %: coherency energy 28.57 J/cm3
  L at bulk coexistence = 0.512 nm
T = 300 K, ripples at Delta = 0.80 J/cm3:
  rms width change 0.328 nm
  mean width gain 0.107 nm
electrode capacitance 100 uF/cm2, film 10 nm (rough)
  screening energy 3.12 J/cm3
chains at Delta = 0.80 J/cm3, starts 0.5 to 6 nm:
  spacing 0.25 nm: L from 2.64 to 2.64 nm
    distinct resting widths (to 0.01 nm): 1
  spacing 0.50 nm: L from 2.08 to 6.30 nm
    distinct resting widths (to 0.01 nm): 10
```
